Energy Limits on Neutralizing Slow Ar⁺ with Cl⁻ into Excited Argon

**Problem**

In an argon/chlorine etching plasma, positive argon ions and negative chlorine ions meet in the bulk of the discharge. Consider

Ar⁺(²P₃/₂) + Cl⁻(¹S) → Ar* + Cl(²P₃/₂),

where Ar* has one electron in a 4s or 4p orbital outside a 3p⁵ core. The ions start far apart with negligible relative kinetic energy. No photon is involved, and no third particle takes part.

Let B be the energy needed to remove the excited electron from Ar*, leaving Ar⁺(²P₃/₂), and let A be the electron affinity of chlorine. Rough measured values, rounded to two figures, are:

- lowest 4s level (³P₂): B = 4.2 eV
- highest 4s level: B = 3.9 eV
- lowest 4p level: B = 2.9 eV
- chlorine: A = 3.6 eV

Use K = e²/(4πε₀) = 14.4 eV Å.

(a) Which of the 4s and 4p levels can be formed?

(b) Can the Coulomb attraction, which speeds the ions up as they approach, open a channel that is closed at large distance? What fraction of ion pairs at 500 K has enough energy for 4p?

(c) At what separation does the energy of the ion pair equal that of the neutral pair, for the lowest and highest 4s levels? How far can the rounding of the data move the first answer?

(d) Does an open channel with a crossing at this distance imply efficient neutralization?

**Hints**

1. Put the zero of energy at the separated ions. Move the electron in two steps: off Cl⁻, then onto Ar⁺.

2. Attraction exchanges potential energy for kinetic energy. Ask what happens to their sum.

3. At large separation the ion pair has energy −K/R, while the neutral pair has nearly constant energy.

4. For part (d), find the energy of the electron at the crossing and compare it with the potential between the two atoms.

**Solution**

**(a) The energy balance**

Detaching the electron from Cl⁻ costs A. Attaching it to Ar⁺ in the chosen excited orbital releases B. The energy released overall is therefore

ΔE = B − A.

A positive ΔE means that the separated neutral products lie below the separated ions. The ionization energy I of ground-state argon is not needed separately: if the excited level lies E* above the ground state, then B = I − E*.

For the three argon levels,

lowest 4s: ΔE = 4.2 − 3.6 = 0.6 eV

highest 4s: ΔE = 3.9 − 3.6 = 0.3 eV

lowest 4p: ΔE = 2.9 − 3.6 = −0.7 eV.

Each input may be wrong by 0.05 eV through rounding, so each difference may be wrong by 0.1 eV. None of the three signs can change. The other 4s levels lie between the two listed and are also open. The other 4p levels are less strongly bound than the lowest one, so they are closed by a larger amount.

The fine structure needs one remark. In a 3p⁵ shell with spin-orbit constant ζ, the ²P₃/₂ level is shifted by −ζ/2 and the ²P₁/₂ level by +ζ. In Ar*(³P₂) all angular momenta are aligned, so the core is in its j = 3/2 state and is also shifted by −ζ/2. If ζ is the same in Ar⁺ and Ar*, the shift cancels in B.

These balances can be compared with calculated atomic energies. Unrestricted Hartree-Fock energies in a quadruple-zeta basis were combined with second-order (MP2) valence correlation, extrapolated from triple- and quadruple-zeta bases. The difference between CCSD(T) and MP2, found in a double-zeta basis, was then added. For chlorine, A was lowered by ζ/2, with ζ calculated from the screened nuclear field. The results are

B(lowest 4s) = 4.19 eV, A = 3.63 eV, ΔE = 0.55 eV.

This level of theory omits scalar relativity, correlation of the core electrons and higher excitations. It agrees with the rounded data to within 0.1 eV. The last digit is not converged: more diffuse functions on argon raise B by 0.007 eV, and taking the CCSD(T) correction for chlorine in a triple-zeta basis lowers A by 0.003 eV, so ΔE moves by about 0.01 eV.

For 4p, a Hartree-Fock energy difference in the triple-zeta basis gives B = 2.62 eV. This is a cruder number: it omits electron correlation, which adds about 0.3 eV to the calculated B of the lowest 4s level, and the single determinant used mixes different 4p terms. It still lies about 1 eV below the calculated A.

**(b) Why the attraction does not help**

Let E be the initial relative kinetic energy. At separation R the ions have kinetic energy E + K/R and potential energy −K/R. Their sum is

(E + K/R) − K/R = E.

The kinetic energy gained on approach is borrowed from the potential. To separate as Ar(4p) + Cl, the products need total energy of at least A − B = 0.7 eV. The condition is therefore E ≥ 0.7 eV, however fast the ions move when close together.

If both ion species have temperature T, their relative energy has the Maxwell distribution

f(E) = (2/√π) (kT)^(−3/2) √E exp(−E/kT).

Let x = (A − B)/kT and y = E/kT. The fraction above threshold is

P = (2/√π) ∫ₓ^∞ √y exp(−y) dy.

Integration by parts gives

∫ₓ^∞ √y exp(−y) dy = √x exp(−x) + ½ ∫ₓ^∞ y^(−1/2) exp(−y) dy.

With y = u², the last integral becomes 2∫ exp(−u²) du from √x to infinity, which is √π erfc(√x). Hence

P = 2√(x/π) exp(−x) + erfc(√x).

At 500 K, kT = 0.0431 eV and x = 0.7/0.0431 = 16.2. The fraction is

P = 4.1 × 10⁻⁷.

This counts ion pairs, not reactions. It is also sensitive to the data: a change of 0.1 eV in the threshold changes the exponential by exp(0.1/0.0431), a factor of about 10. The fraction remains very small throughout the rounding interval.

**(c) The crossing distance**

With the separated ions at zero energy, the two potential curves at large R are

E_ion(R) = −K/R

E_neutral(R) = −ΔE.

The second is flat because the interaction between the neutral atoms is neglected. Setting the two equal gives

−K/R = −ΔE, so R = K/ΔE.

A solution with positive R requires ΔE > 0. For 4p the neutral curve lies at +0.7 eV while −K/R is negative at every R, so these two long-range curves do not cross. Near 2 Å the electron shells overlap, the ion curve turns repulsive and neither simple form applies; that region is not treated here.

For the lowest 4s level,

R = 14.4/0.6 = 24 Å = 2.4 nm.

For the highest 4s level,

R = 14.4/0.3 = 48 Å.

A smaller energy release puts the crossing farther out. The most strongly bound 4s level therefore has the innermost 4s crossing. Forming chlorine in its upper fine-structure level would reduce ΔE and move each crossing outward.

The distance depends on a small difference between two larger energies. Differentiating R = K/ΔE gives

δR/R = −δ(ΔE)/ΔE

for small changes. The rounding error here is not very small compared with ΔE, so it is better to insert the end points:

ΔE = 0.7 eV: R = 20.6 Å

ΔE = 0.5 eV: R = 28.8 Å.

The calculated ΔE of 0.55 eV gives 26 Å. Thus "near 24 Å" is a fair description, but these data do not fix the second figure.

Three neglected effects are much smaller than this uncertainty. The first is polarization. An ion of polarizability volume α in the field of a unit charge gains energy −Kα/(2R⁴). A Hartree-Fock calculation of Cl⁻ in a weak field, in a triple-zeta basis, gives α ≈ 3.8 Å³. This is too low: more diffuse functions and electron correlation raise it to about 5.5 Å³. Assigning another 3.8 Å³ to the much more compact Ar⁺ ion is generous enough to cover the shortfall. It makes the total −Kα/R⁴ with α = 3.8 Å³, or −1.6 × 10⁻⁴ eV at 24 Å. The ion curve is lowered and the crossing moves outward by about 0.007 Å.

The second is the quadrupole moment of the open 3p⁵ shell of Ar⁺, which interacts with the charge of Cl⁻ as 1/R³. A Hartree-Fock charge density gives −1.6 × 10⁻⁴ eV for |m| = 1/2 and +1.6 × 10⁻⁴ eV for |m| = 3/2 at 24 Å. This is as large as the polarization term and moves the crossing by about 0.007 Å outward or inward.

The third is screening by the plasma. For a rough charged-particle density of 10¹⁰ cm⁻³ at 500 K, the Debye length √(ε₀kT/(ne²)) is 15 µm for one ion species and 11 µm if positive and negative ions of this density both screen. Either value is thousands of times larger than the crossing distance.

**(d) An open channel need not be a fast one**

At the crossing the electron must pass from Cl⁻ to Ar⁺ across 24 Å. While it is on chlorine, its energy is −A from its binding and −K/R from the attraction of Ar⁺. Since K/R = B − A at the crossing,

−A − K/R = −A − (B − A) = −B.

This is also its energy in the argon 4s orbital, as a crossing requires. Between the atoms, at distance r from Ar⁺, its potential energy is −K/r if the short-range field of chlorine is neglected. The region where −K/r > −B is classically forbidden. It begins at

a = K/B = 14.4/4.2 = 3.43 Å

and extends to the chlorine atom at R = 24 Å.

In the semiclassical approximation the wave function decays across this region as exp(−S), where, with m the electron mass,

S = (1/ħ) ∫ₐᴿ √[2m(B − K/r)] dr = κ ∫ₐᴿ √(1 − a/r) dr, κ = √(2mB)/ħ.

Substitute r = a cosh²u. Then √(1 − a/r) = tanh u and dr = 2a cosh u sinh u du, so the integrand becomes 2a sinh²u du = a(cosh 2u − 1) du. Integrating,

S = κ [√(R(R − a)) − a arcosh √(R/a)].

With ħ²/(2m) = 3.81 eV Å², κ = √(4.2/3.81) = 1.05 Å⁻¹. Also R/a = 7.0, so

S = 1.05 × [22.2 − 3.43 × 1.63] = 17.5.

The coupling H between the two electronic states is an atomic energy multiplied by this decay factor. Taking a full hartree, 27.2 eV, as a generous prefactor gives

H ≈ 27.2 eV × exp(−S) ≈ 7 × 10⁻⁷ eV.

This is an estimate, not a proven upper bound. The exponent can be examined in a one-dimensional model, in atomic units, with potential −1/√(x² + 25) and a narrow well, −D/cosh²[(x − L)/0.5]. For L = 16 and L = 22, D was adjusted to minimize the splitting of the two lowest levels, found by finite differences. Half that splitting is the coupling. Its logarithm fell by 0.97 times the increase in S, so the action accounts for nearly all of the decay in this model.

Next, find the transfer probability in one passage. Near the crossing the energy difference between the curves changes at the rate vF, where v is the radial speed and F is the difference in slopes:

F = K/R² = 14.4/24² = 0.025 eV/Å.

For weak coupling, first-order perturbation theory gives the amplitude of the neutral state as

c = −(i/ħ) H ∫ exp[i vF t²/(2ħ)] dt,

with t running from −∞ to ∞. The Fresnel integral has squared magnitude 2πħ/(vF), so

p = |c|² = 2πH²/(ħvF).

This is the weak-coupling limit of the Landau-Zener formula.

For a head-on approach with mean thermal energy, the kinetic energy at the crossing is 0.6 + (3/2)kT = 0.66 eV. The reduced mass is 40 × 35/75 = 18.7 atomic mass units, which gives v = 2.6 × 10⁵ cm/s. Then

p ≈ 7 × 10⁻⁹.

The pair passes the crossing once inward and once outward. Even if the two amplitudes add in phase, the total is 4p, about 3 × 10⁻⁸. A prefactor ten times larger would raise p a hundredfold and still leave it below 10⁻⁶. The crossing distance matters more: at 20.6 Å, the inner end of the rounding interval, the same formulas give S ≈ 14 and p of a few times 10⁻⁶. That is hundreds of times larger, but still very small.

The answer to (d) is therefore no. Energy conservation permits neutralization into 4s, but in this estimate direct transfer at the 24 Å crossing is negligible. The large crossing radius is a sign of a small energy release, and it also makes the tunnelling path long.

**Relation to a real etching plasma**

The temperature and density used here are rough values for the bulk of a low-pressure Ar/Cl₂ discharge. The atomic energy balance does not depend on either. The exclusion of 4p also assumes that the ions are slow, and the fraction above threshold rises steeply with ion temperature: from 4 × 10⁻⁷ at 500 K to 3 × 10⁻³ at kT = 0.1 eV and 7 × 10⁻² at kT = 0.2 eV. Electric fields near the plasma boundary accelerate Ar⁺ to energies of electronvolts or more, but the same fields push Cl⁻ back into the bulk, so these fast Ar⁺ ions rarely meet a Cl⁻ ion there. The first variation is therefore best read as an energy threshold, such as a beam experiment could test, and not as a common event in the discharge. The estimate in (d) concerns one isolated crossing and is not a total neutralization rate, since other product states and closer encounters have not been treated.

**Variation 1: a fast argon ion**

An Ar⁺ ion with laboratory energy E_lab meets a Cl⁻ ion at rest. What E_lab opens the lowest 4p channel?

If the argon speed is v, then E_lab = ½m_Ar v², while the relative energy is E = ½μv² with μ = m_Ar m_Cl/(m_Ar + m_Cl). Dividing,

E/E_lab = m_Cl/(m_Ar + m_Cl) = 35/75.

The rest of the energy belongs to the motion of the centre of mass and cannot be used. Setting E = 0.7 eV gives

E_lab = 0.7 × 75/35 = 1.5 eV.

Rounding of the atomic data allows 1.3 to 1.7 eV. The exclusion of 4p thus applies to thermal ions, not to ions that have gained two electronvolts or more from a field. Reaching the threshold makes 4p possible in energy; it does not supply a rate.

**Variation 2: the upper fine-structure level of Ar⁺**

Suppose the ion starts in ²P₁/₂ instead of ²P₃/₂. Does 4p open, and where is the crossing with the lowest 4s level?

The fine-structure splitting, 3ζ/2, calculated from the screened nuclear field is 0.175 eV for Ar⁺. It is good to about 0.01 eV: adding the two-electron exchange parts of the spin-orbit operator gives 0.165 eV, which changes none of the conclusions below. This energy is added to every balance. For the lowest 4p level,

ΔE = −0.7 + 0.175 = −0.525 eV,

so the channel remains closed, by more than the rounding error. For the lowest 4s level,

ΔE = 0.6 + 0.175 = 0.775 eV

R = 14.4/0.775 = 19 Å.

The crossing moves inward because more energy is released. In this case the argon core must also change from j = 1/2 to j = 3/2 as the electron arrives, so the one-electron coupling estimate in (d) cannot be carried over unchanged.
